A Deep Atomic Well Can Scatter Weakly: Phase Shifts Modulo π

An attractive well with a core 225 eV deep scatters an electron of energy 2.07 eV with a total cross section of 0.0133 nm². A well of the same outer radius, nowhere deeper than 7.59 eV, scatters the same electron with 0.248 nm², about 19 times more. If depth measured the strength of scattering, the order would be reversed.

The same question arises for crystals. The potential near a nucleus is very deep, yet the valence bands of some metals, sodium among them, resemble those of free electrons. The example below shows how this is possible, and also where the resemblance between a deep and a shallow well ends.

**The two wells**

One electron without spin moves in the potential −U(r), where U is the local depth. The deep well has two steps:

U = 225 eV for r < b = 0.035 nm
U = 5 eV for b < r < a = 0.14 nm
U = 0 for r > a.

The shallow well has the uniform depth 0.8866 eV for r < a. These are round model parameters, except for the last depth, which was computed to make the comparison below work. We need ħ²/(2m) = 0.0381 eV nm².

For zero angular momentum (the s wave) put R(r) = u(r)/r, with u(0) = 0. The radial equation becomes

u″ = −(k² + w) u, k² = 2mE/ħ², w = 2mU/ħ².

Outside the well u is proportional to sin(kr + δ₀), which defines the phase shift δ₀. At E = 2.0666 eV, k = 7.365 nm⁻¹ and ka = 1.0311.

Where U is constant, the solution is

u = A sin φ, u′ = A K cos φ, K² = 2m(E + U)/ħ²,

and φ grows by K times the distance travelled. Where K jumps to K′, u and u′ stay continuous. Hence u/u′ = tan φ/K is continuous, and

tan φ′ = (K′/K) tan φ.

The signs of u and u′ do not change, so φ′ lies in the same quadrant as φ.

*Deep well.* In the core K₁ = √(227.07/0.0381) = 77.20 nm⁻¹, and φ reaches K₁b = 2.702 at r = b. In the shell K₂ = √(7.0666/0.0381) = 13.62 nm⁻¹. The jump gives

tan φ = (13.62/77.20) tan 2.702 = 0.1764 × (−0.470) = −0.0830,

so φ = π − 0.0828 = 3.059 in the second quadrant. The shell adds 13.62 × 0.105 = 1.430, so φ = 4.489 at r = a. On the way φ passes π: u has a node, at r ≈ 0.041 nm. The last jump gives

tan(ka + δ₀) = (7.365/13.62) tan 4.489 = 2.378.

The angle is in the third quadrant, so ka + δ₀ = π + 1.173 and

δ₀ = π + 1.173 − 1.031 = π + 0.142.

*Shallow well.* Here K = √(2.9532/0.0381) = 8.804 nm⁻¹, and φ = Ka = 1.2326 at the edge. Then

tan(ka + δ₀) = (7.365/8.804) tan 1.2326 = 2.378, δ₀ = 1.173 − 1.031 = 0.142.

The two phases differ by π. The two outer waves are therefore the same function apart from a sign, which has no physical meaning. The deep core has fitted one more half wave into the well and left the outside as the shallow well leaves it.

**The extra bound state**

For a bound state of the shallow well, u = sin Kr inside must join e^(−κr) outside, with κ > 0. This requires K cot Ka = −κ < 0, hence Ka > π/2. For E < 0, K is less than √(0.8866/0.0381) = 4.82 nm⁻¹, so Ka < 0.68. There is no bound s state.

The deep well has one at −77.13 eV. To check this, note that this energy lies below the shell potential of −5 eV, so u decays already in the shell. In the core K = √(147.87/0.0381) = 62.3 nm⁻¹ and K cot Kb = −43.5 nm⁻¹. In the shell the decay constant is √(72.13/0.0381) = 43.5 nm⁻¹, as the matching demands. The growing exponential in the shell is negligible, because the wave decays by e^(−4.6) across it. A count of the negative levels on a radial grid finds this one s state and no p or d state in the deep well, and no s, p or d state in the shallow one.

**Why the multiple of π is meaningful but invisible**

A phase shift read from a tangent is known only modulo π. To fix the multiple, write at every r

u = α sin θ, u′ = αk cos θ, θ = kr + δ(r), δ(0) = 0.

Differentiating the first expression and equating it to the second gives

α′ sin θ = α(k − θ′) cos θ.

Differentiating the second and using the radial equation gives

α′k cos θ = αkθ′ sin θ − α(k² + w) sin θ.

Multiply the first line by k cos θ and the second by sin θ. The left sides are then equal, so after division by α

k(k − θ′) cos²θ = kθ′ sin²θ − (k² + w) sin²θ.

Collecting the terms with θ′ and using sin²θ + cos²θ = 1,

kθ′ = k² + w sin²θ, δ′(r) = (w/k) sin²(kr + δ).

The value δ(a) is the absolute phase shift. Since sin² ≤ 1, its size is at most (1/k)∫|w|dr, which tends to zero at high energy. The angle φ used above always shares its quadrant with θ, and both start from zero, so the count of π by nodes was the correct one. Numerical integration of this equation gives 3.2833 and 0.1417 rad.

The equation also shows what goes wrong with the argument from depth. That argument amounts to first-order perturbation theory, which neglects δ on the right-hand side:

δ ≈ (1/k)∫w sin²(kr)dr.

With ∫sin²(kr)dr = r/2 − sin(2kr)/(4k), the integral over the core is 0.000765 nm and that over the shell 0.0393 nm. The values of w are 225/0.0381 = 5906 nm⁻² and 5/0.0381 = 131 nm⁻². The estimate is

δ ≈ (5906 × 0.000765 + 131 × 0.0393)/7.365 = 0.61 + 0.70 = 1.31.

This is close to π/2 and would mean strong scattering, sin²δ = 0.94. The true value is sin²(π + 0.142) = 0.020. A phase that grows to the order of π inside the well may not be neglected there.

**Cross sections**

For angular momentum l the radial function outside the well is

R_l = j_l(kr) cos δ_l − y_l(kr) sin δ_l,

with the spherical Bessel functions j_l and y_l. An incident plane wave is the sum of (2l+1) i^l j_l(kr) P_l(cos ϑ), where ϑ is the scattering angle. The well replaces j_l by e^(iδ_l) R_l. Because e^(iδ) cos δ = 1 + i e^(iδ) sin δ,

e^(iδ_l) R_l = j_l + i e^(iδ_l) sin δ_l (j_l + i y_l).

The second term is the outgoing wave. Far away j_l + i y_l tends to (−i)^(l+1) e^(ikr)/(kr), and i^(l+1)(−i)^(l+1) = 1. The scattering amplitude is therefore

f(ϑ) = (1/k) Σ (2l+1) e^(iδ_l) sin δ_l P_l(cos ϑ).

Integrating |f|² over all directions, with ∫P_l P_l′ dΩ = 4π/(2l+1) for l = l′ and zero otherwise, gives

σ = (4π/k²) Σ (2l+1) sin²δ_l.

Adding π to any δ_l changes nothing. Here 4π/k² = 0.2317 nm². The p phases (l = 1) are 0.1117 rad for the deep well and 0.0101 rad for the shallow one; the d terms are negligible. Thus

deep: σ = 0.2317 × (0.0199 + 3 × 0.0124) = 0.0133 nm²
shallow: σ = 0.2317 × (0.0199 + 3 × 0.0001) = 0.0047 nm².

The s parts agree, the p parts do not. The uniform well of 7.59 eV was chosen to have δ₀ = π/2 modulo π at this energy. Its s wave alone contributes the full 0.2317 nm², the largest value an s wave can give.

**The wells in a lattice**

Now put one well on each site of a simple cubic lattice of spacing L = 0.40 nm. The spheres do not touch, since 2a = 0.28 nm. The levels were computed by diagonalization in plane waves, which makes no use of phase shifts. Γ is the Bloch vector zero, X is (π/L, 0, 0), and "even" and "odd" refer to reflection of x about a site. Valence levels in eV:

Γ: free 0, deep −0.275, shallow −0.167
half-way to X: free 0.588, deep 0.271, shallow 0.420
X, even: free 2.350, deep 2.067, shallow 2.085
X, odd: free 2.350, deep 1.756, shallow 2.283

Plane waves converge slowly for a step 225 eV deep, and their levels are upper bounds. At the cutoffs used, the last three deep values lie 0.001 to 0.002 eV too high; converged, they are 0.270, 2.066 and 1.754 eV. The shallow values and the deep value at Γ hold to the digits shown.

The shallow well was matched to the deep one in the s wave at the even X level as computed, 2.0666 eV. There the two lattices agree to 0.019 eV, about 7 % of the shift of 0.284 eV from the free level. The odd levels differ by 0.53 eV. Matching the s wave does not match the whole band.

Both lattices are nevertheless much closer to free electrons than the depth of 225 eV suggests. In first order, the waves e^(iπx/L) and e^(−iπx/L) at X are coupled by the Fourier component V_G of the potential with G = 2π/L. Both combinations are shifted by the cell average V_0 of the potential, which does not affect the gap. On top of that, the even combination is shifted by V_G and the odd one by −V_G, so the gap is 2|V_G|. A sphere of radius s and unit height contributes

(1/L³) ∫₀ˢ 4πr² [sin(Gr)/(Gr)] dr = [4π/(G³L³)] (sin Gs − Gs cos Gs),

and 4π/(GL)³ = 1/(2π²) = 0.05066. The bracket is 0.0537 for s = b and 2.102 for s = a. The deep well is a sphere of radius a and depth 5 eV plus one of radius b and depth 220 eV, so

V_G = −0.05066 × (220 × 0.0537 + 5 × 2.102) = −1.13 eV.

The predicted gap is 2.26 eV, with the even level below. The computed gap is 0.31 eV, with the odd level below: first order fails in size and in sign. For the shallow well it gives 2 × 0.05066 × 0.8866 × 2.102 = 0.19 eV, close to the computed 0.20 eV and with the correct order.

**The correct general statement**

Let a crystal consist of spherical wells that do not overlap, with constant potential, taken as zero, between them. Then the following holds in this one-electron model:

At a given energy E > 0, the Bloch vectors for which E is a level depend on the wells only through the phase shifts δ_l(E) modulo π, for all l.

*First part of the proof: what the phase shift contains.* At r = a the outer function and its slope are

R_l(a) = j_l cos δ_l − y_l sin δ_l
R_l′(a) = k (j_l′ cos δ_l − y_l′ sin δ_l),

where the Bessel functions are taken at ka and their primes mean derivatives with respect to the argument. With γ_l = R_l′(a)/R_l(a), division of the second line by the first and sorting of the terms give

tan δ_l = (k j_l′ − γ_l j_l)/(k y_l′ − γ_l y_l).

So γ_l fixes δ_l modulo π. Conversely, δ_l fixes the pair (R_l(a), R_l′(a)) up to a common factor, and adding π to δ_l only reverses the sign of both members. The determinant of the linear relation between (cos δ_l, sin δ_l) and this pair is

−k (j_l y_l′ − j_l′ y_l) = −k/(ka)²,

by the Wronskian of the Bessel functions. It is not zero, so nothing is lost in either direction. If R_l(a) = 0, γ_l is infinite, but the pair is still defined; the argument below uses the pair.

*Second part: replacing the wells.* Suppose E is a level at some Bloch vector, with wave function ψ. Inside each sphere

ψ = Σ c_lm R_l(r) Y_lm.

Take another well of radius a with the same phases modulo π at E, and call its radial solutions S_l. By the first part, (S_l(a), S_l′(a)) is proportional to (R_l(a), R_l′(a)). Neither pair is (0, 0), because a solution with zero value and zero slope vanishes everywhere. We can therefore scale S_l so that the pairs are equal. Define a new function that equals ψ between the spheres and

Σ c_lm S_l(r) Y_lm

inside them. It satisfies the Schrödinger equation with energy E in the new wells and between them. Its value and slope are continuous at every sphere. It keeps the Bloch condition, because the same replacement is made in every cell. The infinite sum causes no difficulty: for large l the centrifugal term outweighs any bounded potential, and both R_l and S_l approach the same multiple of (r/a)^l.

The new function is not zero, for otherwise all c_lm and the part between the spheres would vanish, and ψ with them. So E is a level of the new crystal at the same Bloch vector. Exchanging the roles of the wells gives the converse, and since the replacement is linear and reversible, the degeneracy is also the same. This completes the proof. For E < 0 the second part holds unchanged if equal phases are replaced by equal γ_l.

The hypothesis of equal phases for all l is strong. For large l the phase is small, and first order gives δ_l ≈ k∫w j_l²(kr) r² dr. Since j_l² grows as r^(2l), this integral is dominated by the edge r = a. Two wells whose depths differ at the edge therefore cannot agree in all l: for the deep and the shallow well the ratio of the phases tends to 5/0.8866 = 5.64, and it is about 6.4 at l = 2. The proof, however, treats each l separately, so the substitute may use a different well for each l, as a pseudopotential does, provided the depths share a common bound. The uniform wells used below match one phase each, and for them the agreement of levels is approximate.

**What the statement explains in the example**

Reflection symmetry decides which l enter a level. Inversion about a site multiplies Y_lm by (−1)^l. The even X state, also symmetric in y and z, contains even l; the odd one contains odd l.

For the even state the s phases agree at 2.0666 eV. If the phases for l = 2, 4, … agreed too, the shallow lattice would have its level there. The remaining 0.019 eV therefore comes from these higher phases, apart from numerical error; reducing the plane-wave cutoff moved the deep level by 0.0014 eV. The d phases are indeed different, 0.0020 and 0.0003 rad.

For the odd state the p phase should be decisive. This was tested with a third well, uniform and of radius a, given the p phase of the deep well at the deep lattice's odd level. Its depth is 6.26 eV, and its odd level is 1.754 eV, against 1.756 eV for the deep well. The 0.002 eV is the cutoff error of the deep level, whose converged value is also 1.754 eV.

A sharper test of the s wave is the fully symmetric state at the zone corner R = (π/L, π/L, π/L). Odd l are excluded by inversion. For l = 2, a quadratic function with the full symmetry of the cube must be a multiple of x² + y² + z², which has no l = 2 part. The first partner of the s wave is thus l = 4. The deep lattice has this level at 7.4855 eV. A uniform potential with the same s phase modulo π at that energy gives 7.4860 eV. The last digits are affected by the cutoff: converged, the deep level is 7.4850 eV and the potential matched at that energy gives 7.4859 eV. The remaining 0.0009 eV belongs to l = 4 and higher, against 0.019 eV at X. The matched uniform potential is a barrier 0.63 eV high, not a well. The free level is 7.05 eV: here the deep attractive well pushes the level up, because its phase is slightly below π.

**Where the equivalence ends**

The agreement holds energy by energy. The difference between the absolute s phases of the deep and shallow wells is 1.013π at 1 eV and 0.945π at 6 eV. At 20 000 eV it has fallen to 0.047π. It must fall, since both phases vanish at high energy. It is continuous, so two wells whose absolute phases differ by π at one energy cannot agree modulo π at all higher ones. A shallow substitute serves in a window of energy. At Γ, where the state again contains l = 0, 4, … but the energy is far from the matching point, the two lattices already differ by 0.11 eV.

The extra bound state has not disappeared either. In the crystal it forms a band of its own near −77 eV, which the shallow lattice lacks. "Modulo π" is a statement about levels at the energy where the phases are compared.

If the spheres overlap, the proof does not apply, because the potential inside a sphere is then no longer that of a single spherical well and ψ cannot be expanded in the R_l Y_lm. A potential that varies between the spheres does not spoil the replacement, which leaves ψ there unchanged, provided that potential is the same in both crystals; the levels then depend on it as well as on the phases.

For sodium this gives an interpretation, not a computed result. The 1s, 2s and 2p core states go with two inner nodes of the valence s function and one of the valence p function, hence with multiples of π in these two phases, which the valence band does not register. The depth of the potential is thus no objection to nearly free bands. It is not a reason for them either: what remains of each phase after the multiples of π are removed must also be small, and the 7.59 eV well shows that this can fail in a potential far less deep.

The numbers used here, apart from the converged levels quoted for comparison, and the tests named above, come from the numerical check whose output follows.

Numbers as computed

```
hbar^2/(2m) = 0.038100 eV nm^2
lattice spacing = 0.400 nm
outer radius = 0.140 nm, core radius = 0.035 nm
deep well: core 225.0 eV, shell 5.0 eV
matching energy (deep, X even) = 2.0666 eV
same level, smaller cutoff = 2.0680 eV
wave number there = 7.3649 1/nm
shallow well depth = 0.8866 eV
gamma_0 of both wells = -4.0461 1/nm
absolute s phase: deep 3.28327 rad
absolute s phase: shallow 0.14168 rad
difference / pi = 1.000000
reduced phase l=1: deep 0.11165, shallow 0.01009 rad
reduced phase l=2: deep 0.00196, shallow 0.00031 rad
bound levels l=0: deep 1, shallow 0
bound levels l=1: deep 0, shallow 0
bound levels l=2: deep 0, shallow 0
deep bound level, single well = -77.13 eV
core band at X, plane waves = -76.89 eV
valence levels in eV: free, deep, shallow
Gamma:    0.0000, -0.2749, -0.1671
half X:   0.5875, 0.2710, 0.4196
X even:   2.3502, 2.0666, 2.0853
X odd:    2.3502, 1.7560, 2.2831
gap at X: deep 0.3105 eV, shallow 0.1978 eV
first-order gap 2|V_G|, deep = 2.2625 eV
p-matched uniform depth = 6.2638 eV
its X odd level = 1.7543 eV
R level: free 7.0506 eV, deep 7.4855 eV
s-matched uniform depth at R = -0.6349 eV
its R level = 7.4860 eV
strong scatterer: uniform depth = 7.5868 eV
cross section: deep 0.013251 nm^2
cross section: shallow 0.004690 nm^2
cross section: strong 0.248258 nm^2
absolute s phases in rad: deep, shallow, difference/pi
E = 0.1 eV: 3.2120, 0.0415, 1.0092
E = 1.0 eV: 3.2957, 0.1147, 1.0125
E = 6.0 eV: 3.1135, 0.1460, 0.9446
E = 20000.0 eV: 0.1499, 0.0022, 0.0470
```
